# Grain-boundary barriers and the mobility minimum in a doped polycrystal

## Problem

Seto's model describes electrical conduction in a doped polycrystal such as polysilicon. Take a row of identical grains of length $L$, uniformly doped with ionized donors of density $N$. Each boundary between neighbouring grains is a plane carrying $Q_t$ electron traps per unit area. A trap is neutral when empty and has charge $-e$ when filled, with $e>0$. The semiconductor has dielectric constant $\varepsilon$, and its electrons have isotropic mass $m$ and obey Boltzmann statistics at temperature $T$. Gaussian units are used.

In parts (a) to (d) the traps are so deep that they capture electrons until either the electrons or the empty traps run out. The depletion approximation holds: a region that has lost its electrons has charge density $eN$, and the rest of the grain is neutral.

(a) Find the barrier $E_B$ that an electron must climb to pass from the centre of a grain to its boundary, for every $N$. Where is it largest?

(b) Let the boundaries limit the current, with electrons crossing them by thermionic emission. Find the low-field mobility $\mu$, defined by $J=e\,n_{\rm av}\,\mu F$, where $F$ is the mean field and $n_{\rm av}$ the mobile-electron density averaged over a grain.

(c) At which doping is $\mu$ smallest, and how sharp is the minimum?

(d) Evaluate the results for $L=30$ nm, $Q_t=3\times10^{12}$ cm$^{-2}$, $\varepsilon=12$, $T=300$ K and $m$ equal to the free-electron mass. These are round model parameters, not data for a material.

(e) Restore the charge of the mobile electrons and a finite trap occupation. Which of the results survive, and under what conditions?

## Solution

### (a) The barrier

Each boundary can draw electrons from one grain length, half from either side. Per unit area, the donors in that length supply $NL$ electrons, and the traps accept at most $Q_t$. The two numbers are equal at

$$N_*=\frac{Q_t}{L}.$$

If $N<N_*$, all electrons are captured and the whole grain is depleted. If $N>N_*$, all traps are filled, and the depleted fraction $f$ of the grain follows from neutrality, $NfL=Q_t$. Both cases are contained in

$$f=\min\left(1,\frac{N_*}{N}\right).$$

Let $x$ be the distance from the grain centre, so that the boundary lies at $x=L/2$. The depleted layer on this side has thickness $fL/2$ and begins at $x_0=(1-f)L/2$. The electrostatic potential obeys $\Phi''=-4\pi eN/\varepsilon$ in this layer. An electron has energy $E=-e\Phi$, and therefore

$$E''=\frac{4\pi e^2N}{\varepsilon}.$$

The slope $E'$ vanishes at $x_0$. For $f<1$ this is because the neutral interior has no field; for $f=1$ it is because $x_0=0$ is a symmetry point. With $E(x_0)=0$, two integrations give

$$E(x)=\frac{2\pi e^2N}{\varepsilon}(x-x_0)^2 .$$

At the boundary $x-x_0=fL/2$, so

$$E_B=\frac{2\pi e^2N}{\varepsilon}\,\frac{f^2L^2}{4}=\frac{\pi e^2NL^2f^2}{2\varepsilon}.$$

Inserting $f=1$ below $N_*$ and $f=Q_t/(NL)$ above it, we find

$$E_B=\begin{cases}\dfrac{\pi e^2L^2}{2\varepsilon}\,N, & N<N_*,\\[2mm] \dfrac{\pi e^2Q_t^2}{2\varepsilon}\,\dfrac1N, & N>N_*.\end{cases}\tag{1}$$

The first branch rises and the second falls. They meet at $N_*$, where the barrier has its maximum

$$E_{\max}=\frac{\pi e^2Q_tL}{2\varepsilon}.$$

Below $N_*$, added donors increase the charge in a layer of fixed thickness. Above $N_*$ the total charge is fixed, and added donors compress it into a thinner layer, across which the potential drop is smaller.

### (b) The mobility

Write $b=E_B/kT$, and let $n_c$ be the electron density at the grain centre. Electrons reach the top of the barrier if their velocity towards it exceeds $v_b$, where $mv_b^2/2=E_B$. Their flux from one side is

$$n_c\sqrt{\frac{m}{2\pi kT}}\int_{v_b}^{\infty}v\,e^{-mv^2/2kT}\,dv=n_c\sqrt{\frac{kT}{2\pi m}}\;e^{-b},$$

because the integral equals $(kT/m)e^{-b}$. This assumes that electrons do not tunnel and are not scattered next to the boundary, where the barrier is within about $kT$ of its top. Further away they must be scattered often enough to return to equilibrium before they reach the next boundary; otherwise an electron could cross several boundaries in a single flight.

Now apply a voltage $V$ per boundary. The barriers seen from the two sides become $\bar E-eV/2$ and $\bar E+eV/2$. Reversing $V$ merely exchanges the sides, so $\bar E$ is even in $V$ and equals $E_B$ to first order. The difference of the two fluxes gives

$$J=e\,n_c\sqrt{\frac{kT}{2\pi m}}\;e^{-b}\;2\sinh\frac{eV}{2kT}\;\simeq\; e\,n_c\sqrt{\frac{kT}{2\pi m}}\;e^{-b}\,\frac{eV}{kT}.$$

If the interior of the grain takes a negligible part of the voltage, $F=V/L$. Then

$$\mu=\frac{JL}{e\,n_{\rm av}V}=\mu_0\,e^{-b}\,\frac{n_c}{n_{\rm av}},\qquad \mu_0=\frac{eL}{\sqrt{2\pi mkT}}.\tag{2}$$

Replacing $n_{\rm av}$ by $n_c$ gives the simpler form $\mu=\mu_0e^{-E_B/kT}$, labelled "usual" below and in the numerical output. The replacement is not accurate when much of the grain is depleted, so we calculate the ratio. The few electrons left in the depleted layer follow the Boltzmann factor. With $s=(x-x_0)/(fL/2)$, the energy there is $E=E_Bs^2$, and

$$\frac{n_{\rm av}}{n_c}=(1-f)+f\int_0^1e^{-bs^2}ds .$$

The ratio does not require $n_c$ itself, which is very small in a fully depleted grain. Multiplying by $e^b$ gives

$$\mu=\frac{\mu_0}{D},\qquad D=(1-f)\,e^{b}+f\,G(b),\tag{3}$$

$$G(b)=\int_0^1e^{b(1-s^2)}ds=e^b\,\frac{\sqrt\pi\,\operatorname{erf}\sqrt b}{2\sqrt b}.$$

The last form follows from the substitution $t=\sqrt b\,s$.

### (c) The minimum

Let $b_m=E_{\max}/kT$.

**Below $N_*$.** Here $f=1$, $D=G(b)$ and $b=b_mN/N_*$. The integrand of $G$ grows with $b$ for every $s<1$, so $D$ grows with $N$ and the mobility falls.

**Above $N_*$.** Here $f=N_*/N$ and $b=b_mf$. Two effects compete as $N$ increases: the barrier falls, which raises $\mu$, but the neutral part of the grain widens, which raises $n_{\rm av}/n_c$ and lowers $\mu$. To decide between them, expand the exponentials in (3):

$$D=\sum_{n=0}^{\infty}\frac{b_m^n}{n!}\left[f^n-(1-c_n)f^{n+1}\right],\qquad c_n=\int_0^1(1-s^2)^n\,ds .$$

The term with $n=0$ equals 1, since $c_0=1$. For $n\ge1$ the derivative of the bracket with respect to $f$ is

$$f^{n-1}\left[n-(n+1)(1-c_n)f\right].$$

Since $1-s^2>1-s$ for $0<s<1$, we have $c_n>\int_0^1(1-s)^nds=1/(n+1)$. Hence $(n+1)(1-c_n)<n$, and the derivative is positive for $0<f\le1$. Thus $D$ increases with $f$, which means that it decreases as $N$ grows, and the mobility rises.

Within the depletion model the mobility minimum therefore lies at $N=N_*$ for any value of $b_m$. Its depth is $\mu_{\min}=\mu_0/G(b_m)$.

**Sharpness.** We need the logarithmic slopes on the two sides. Differentiating $G$ gives

$$G'(b)=G-e^b\int_0^1s^2e^{-bs^2}ds .$$

Integration by parts, with $s\,e^{-bs^2}$ as the factor to be integrated, yields

$$e^b\int_0^1s^2e^{-bs^2}ds=e^b\left[-\frac{e^{-b}}{2b}+\frac1{2b}\int_0^1e^{-bs^2}ds\right]=\frac{G-1}{2b}.$$

Consequently $bG'/G=b-\tfrac12+1/(2G)$. Just below $N_*$, $\ln\mu=\ln\mu_0-\ln G(b)$ with $b\propto N$, so

$$\left.\frac{d\ln\mu}{d\ln N}\right|_{-}=-\left[b_m-\frac12+\frac1{2G(b_m)}\right].$$

Above $N_*$, $d\ln N=-d\ln f$, so the slope is $+(f/D)\,dD/df$. From (3), at $f=1$,

$$\frac{dD}{df}=-e^{b_m}+G(b_m)+b_mG'(b_m),\qquad D=G(b_m).$$

The term from differentiating $e^b$ carries the factor $1-f$ and has vanished. Thus

$$\left.\frac{d\ln\mu}{d\ln N}\right|_{+}=b_m+\frac12+\frac1{2G(b_m)}-\frac{e^{b_m}}{G(b_m)} .$$

The slope jumps from negative to positive, so the minimum is a cusp. The usual form $\mu_0e^{-b}$ also has a cusp at $N_*$, with slopes $-b_m$ and $+b_m$.

For $b_m\gg1$ the error function tends to 1 and $\mu_{\min}\simeq2\mu_0\sqrt{b_m/\pi}\,e^{-b_m}$, a deep and thermally activated minimum. For $b_m\ll1$, $G\simeq1+2b_m/3$, and the slopes reduce to $-2b_m/3$ and $+b_m/3$. The formula still has a minimum, but a shallow one. Its upper side is then unreliable: above $N_*$ the energy varies by less than $kT$ across the depleted layer, so mobile electrons are not excluded from it. A sharp minimum thus requires $E_{\max}\gg kT$.

### (d) Numbers

The critical doping is

$$N_*=\frac{3\times10^{12}\ \text{cm}^{-2}}{30\times10^{-7}\ \text{cm}}=1.0\times10^{18}\ \text{cm}^{-3}.$$

With $Q_tL=9\times10^6$ cm$^{-1}$, the peak barrier is $E_{\max}=\pi e^2Q_tL/24=2.72\times10^{-13}$ erg, or 169.6 meV. Since $kT=25.85$ meV, $b_m=169.6/25.85=6.56$. The prefactor is $\mu_0=312$ cm$^2$/(V s), and $G(b_m)=244.8$. Hence

$$\mu_{\min}=\frac{312.2}{244.8}=1.28\ \text{cm}^2/(\text{V s}).$$

The usual form gives $312.2/707.7=0.44$ cm$^2$/(V s), smaller by the factor $e^{b_m}/G=2.9$. The slopes at the cusp are

$$-(6.562-0.5+0.002)=-6.06,\qquad 6.562+0.5+0.002-2.891=4.17 .$$

In the depletion model, a doping change of one per cent near $N_*$ therefore changes the mobility by roughly 6 per cent on the lower side and 4 per cent on the upper side. Mobile electrons, included in part (e), make the rise on the upper side weaker.

In the depletion model the barrier has the same value, 84.8 meV, at $N_*/2$ and at $2N_*$, but the mobilities differ. At $N_*/2$ the grain is fully depleted and $\mu=24.2$ cm$^2$/(V s), so $G=312.2/24.24=12.88$ for this barrier. At $2N_*$, $f=1/2$ and $e^b=26.60$, which gives

$$D=\tfrac12(26.60)+\tfrac12(12.88)=19.74,\qquad \mu=\frac{312.2}{19.74}=15.8\ \text{cm}^2/(\text{V s}).$$

The neutral region at $2N_*$ contributes many electrons to $n_{\rm av}$, while the current for a given $n_c$ is the same.

### (e) Mobile electrons and real traps

Let $u$ be the band-edge energy divided by $kT$, measured from its value in neutral material, so that $n=Ne^{-u}$. Let $r=N/N_*$, and from here on let $s=2x/L$. The charge density is now $e(N-n)$. Since $d^2/dx^2=(4/L^2)\,d^2/ds^2$, Poisson's equation becomes

$$\frac{d^2u}{ds^2}=\frac{\pi e^2NL^2}{\varepsilon kT}\,(1-e^{-u})=2b_mr\,(1-e^{-u}),\qquad u'(0)=0.\tag{4}$$

If a fraction $p$ of the traps is filled, each side of the boundary balances half of the charge $-eQ_tp$. Gauss's law then gives $dE/dx=2\pi e^2Q_tp/\varepsilon$ at $x=L/2$, or $u'(1)=2b_mp$. The occupation is

$$p=\frac{n_b}{n_b+n_1},$$

where $n_b$ is the electron density at the boundary and $n_1$ its value at half filling. A deep trap has a small $n_1$; the example uses $n_1=10^{10}$ cm$^{-3}$. Holes are left out. In silicon this $n_1$ is about the intrinsic density, so below roughly $N_*/2$, where $n_b<n_1$, holes would outnumber electrons at the boundary, and at still lower doping they could carry much of the current; $\mu$ here refers to the electrons only. The barrier is $b=u(1)-u(0)$, and equation (2) still gives the mobility, with $n_{\rm av}$ taken from the new profile.

**The falling branch.** Suppose that the traps are full and the grain centre is neutral, $u=u'=0$. Multiplying (4) by $u'$ and integrating from the centre gives

$$\tfrac12u'^2=2b_mr\,(u-1+e^{-u}).$$

At the boundary $u=b$ and $u'=2b_m$, so that

$$b-1+e^{-b}=\frac{b_m}{r}=b_m\frac{N_*}{N}.\tag{5}$$

The right side is the depletion result. For $b\gg1$ the true barrier lies about one $kT$ above it (less just above $N_*$, where the centre is not yet neutral), and the $1/N$ law holds to leading order. The mobility depends exponentially on the barrier, so this shift lowers it by a factor of order $e^1$, and on this branch (3) gives only the order of magnitude. In the example the full solution at $2N_*$ has a barrier of 107.8 meV and $\mu=8.7$ cm$^2$/(V s), against 84.8 meV and 15.8 cm$^2$/(V s) in the depletion model. In numerical tests with deep traps and $b_m=60$, the solution of (4) followed $b=b_mr$ at $r=0.25$ and $0.5$ to within $0.001$, and $b=b_m/r+1$ at $r=2$ and $4$ to within $0.01$.

Once $b$ is of order one, the $1/N$ law fails. For $b\ll1$ the left side of (5) is $b^2/2$, and the barrier falls as $N^{-1/2}$.

In the example the failure is visible at $10N_*$: equation (1) gives 17.0 meV, while the self-consistent barrier is 36.5 meV. With full traps $n_{\rm av}=N-N_*$, and with a neutral centre $n_c=N$, so (2) becomes $\mu=\mu_0e^{-b}/(1-N_*/N)$. For $b=36.52/25.85=1.413$ this gives $312.2\times0.2435/0.9=84.5$ cm$^2$/(V s), in agreement with the full solution. The depletion formula (3) gives 165 cm$^2$/(V s), about twice as much.

**The peak.** At $N=N_*$ neutrality requires $n_{\rm av}=N_*(1-p)$: each empty trap leaves one mobile electron. For a nearly depleted grain $n_b=n_{\rm av}/G(b_m)$, and for nearly full traps $1-p\simeq n_1/n_b$. Combining these relations,

$$(1-p)^2\simeq q^2,\qquad q=\sqrt{\frac{n_1G(b_m)}{N_*}} .$$

Here $q=\sqrt{10^{10}\times244.8/10^{18}}=0.0016$, and the full solution has $1-p=0.00155$.

The same quantity sets the width over which the cusp is rounded. Let $y=n_{\rm av}/N_*$ and $\delta=N/N_*-1$. Close to $N_*$, neutrality reads $y=\delta+(1-p)\simeq\delta+q^2/y$, with $G$ treated as constant. Its solution changes from $y\simeq q^2/|\delta|$ below $N_*$ to $y\simeq\delta$ above it over a range $|\delta|\sim q$. For $b_m\gg1$ the mobility changes by a factor $e$ when the doping changes by a fraction of order $1/b_m$. The minimum remains sharp if the rounding is narrow on this scale, $b_mq\ll1$, or

$$b_m^2\,n_1G(b_m)\ll N_* .$$

In the example $b_mq\simeq0.01$.

The self-consistent minimum lies at $1.001N_*$, with $\mu=1.29$ cm$^2$/(V s), about 1 per cent above the depletion value. The mobility is 2.33 cm$^2$/(V s) at $0.9N_*$ and 1.70 cm$^2$/(V s) at $1.1N_*$. The minimum is thus still narrow, although its upper side is less steep than in the depletion model, which gives 1.90 cm$^2$/(V s) at $1.1N_*$. The numerical output lists further dopings.

If the traps are shallow, the peak in (1) is not reached. For $\ln(N_*/n_1)=3$ the ratio $n_1G/N_*$ is about 12, and the condition above is violated. The full solution at $N_*$ then has 54 per cent of the traps filled and a barrier of 67 meV instead of 170 meV.

**Remaining conditions.** In a fully depleted grain the slope of the barrier at the boundary is $4E_B/L$, so the energy falls by $kT$ within about $L/(4b)$. The mean free path must be much longer than this length, or scattering near the top adds a resistance comparable to the thermionic one, and it must be shorter than $L$. Both can hold only for a high barrier, $4b\gg1$. When the barrier is low, (2) is not reliable: as the barrier vanishes, the mobility must approach that of the grain interior, which is set by scattering, whereas (2) tends to $\mu_0$. The values far from $N_*$ may therefore be too high or too low.

Tunnelling matters for electrons within about $(\hbar^2g^2/2m)^{1/3}$ of the top, where $g=2\pi e^2Q_t/\varepsilon$ is the slope of the barrier at a boundary with full traps. In the example $g=22.6$ meV/nm and this energy is 27 meV, close to $kT$. It grows as $m^{-1/3}$, to 42 meV for a mass of $0.26$ free-electron masses. The mobilities quoted are thus results of the classical model, not accurate predictions. At high doping Boltzmann statistics must also be checked. Finally, $N_*=Q_t/L$ depends on the grain length, so a sample with a spread of grain sizes has a spread of critical dopings. Equal grains are not enough either: a cube of side 30 nm holds only $N_*L^3=27$ donors, whose random fluctuation $1/\sqrt{27}\approx19$ per cent exceeds $1/b_m\approx15$ per cent, and the traps lie about 6 nm apart. The sharp minimum derived here belongs to a one-dimensional row of equal grains with smeared-out charge. In a real film it is broadened, and boundaries on the side faces of a grain shift the critical doping.

## Computed results

```
Grain length L = 30.0 nm
Trap density Qt = 3.00e+12 cm^-2
Dielectric constant = 12.0
Temperature = 300.0 K; kT = 25.852 meV
Electron mass / free mass = 1.00
Half-filling density n1 = 1.0e+10 cm^-3
Critical doping Nstar = 1.000e+18 cm^-3
Peak barrier, model = 2.7180e-13 erg = 169.64 meV
b_m = peak barrier/kT = 6.5620
ln(Nstar/n1) = 18.421
Mobility prefactor mu0 = 312.17 cm^2/(V s)
G(b_m) = 244.769; exp(b_m) = 707.713
Slope dln(mu)/dln(N) just below Nstar, model = -6.064
Slope dln(mu)/dln(N) just above Nstar, model = 4.173
Table: E in meV, mu in cm^2/(V s); usual = mu0 exp(-E/kT),
model = mean density used, full = self-consistent solution
N/Nstar  N(cm^-3)  E_model  E_full  mu_usual  mu_model  mu_full
   0.10  1.00e+17    16.96   16.96   161.961   197.906  197.906
   0.30  3.00e+17    50.89   50.89    43.595    72.441   72.441
   0.50  5.00e+17    84.82   84.82    11.735    24.237   24.237
   0.90  9.00e+17   152.68  152.67     0.850     2.333    2.333
   1.00  1.00e+18   169.64  169.23     0.441     1.275    1.293
   1.10  1.10e+18   154.22  160.56     0.801     1.904    1.695
   2.00  2.00e+18    84.82  107.76    11.735    15.813    8.710
   3.00  3.00e+18    56.55   80.78    35.030    40.774   20.178
  10.00  1.00e+19    16.96   36.52   161.961   164.957   84.453
Full solution at Nstar: trap occupation = 0.99845
Full solution at Nstar: centre density/N = 0.00448
Full solution: barrier peak at N/Nstar = 1.0009
Full solution: peak barrier = 169.25 meV
Full solution: mobility minimum at N/Nstar = 1.0011
Full solution: minimum mobility = 1.2923 cm^2/(V s)
Shallow traps, ln(Nstar/n1) = 3.0, at Nstar:
  barrier = 67.28 meV; trap occupation = 0.536
```
